# Harmonic vibrational entropy differences from frequencies and force-constant determinants

Two atoms sit on a line between two walls, joined to the walls and to each other by springs. The atoms have masses of 50000 and 100000 electron masses. The middle spring is now softened from 0.040 to 0.010 hartree/bohr², and the two atoms trade places. Both vibrational frequencies change. The classical entropy, integrated numerically over the four-dimensional phase space, rises by \(0.430101\,k\), where \(k\) is Boltzmann's constant. The determinants of the two force-constant matrices are 0.0026 and 0.0011 hartree²/bohr⁴, and

\[
\tfrac12\ln\frac{0.0026}{0.0011}=0.430101 .
\]

No mass and no temperature enters this expression, although the frequencies depend on the masses and each entropy depends on both. The reason lies in how the harmonic phase-space volume factorizes.

## Statement and assumptions

Let \(\alpha\) and \(\beta\) be two configurations of the same atoms, for example two arrangements of the same species on a lattice. Each is a minimum of the potential energy. Write \(\Phi\) for the matrix of second derivatives of the energy with respect to Cartesian displacements, taken at the minimum, and \(\omega_s\) for the angular frequencies of the normal modes. The claim is

\[
S_\beta-S_\alpha=-k\Big[\sum_s\ln\omega_s^\beta-\sum_s\ln\omega_s^\alpha\Big]
=\frac{k}{2}\ln\frac{\det\Phi_\alpha}{\det\Phi_\beta}. \tag{1}
\]

The initial configuration stands in the numerator: softening lowers \(\det\Phi_\beta\) and raises the entropy. Each sum of logarithms is taken with one common unit of frequency, which cancels in the difference.

Four assumptions are made. The motion is classical. Displacements are small enough for the quadratic expansion of the energy. Both configurations have the same temperature \(T\). All eigenvalues of \(\Phi\) are positive; free translations, which violate this last condition, are treated separately below. The entropy \(S\) belongs to vibration within one configuration. The entropy that comes from the number of possible arrangements is a separate contribution.

Numerical values are in Hartree atomic units, where \(\hbar=1\) and temperature is given as \(kT\) in hartree. The symbols \(\hbar\) and \(k\) are kept in the formulas.

## Entropy of one configuration

Let \(u\) be the column of \(n\) displacements, \(p\) the conjugate momenta, and \(M\) the diagonal matrix of masses, with each atom's mass repeated for each of its coordinates. The linear term of the expansion vanishes at a minimum, so

\[
H=V_0+\tfrac12p^{\mathsf T}M^{-1}p+\tfrac12u^{\mathsf T}\Phi u . \tag{2}
\]

The canonical density and its normalization are

\[
f=\frac{e^{-H/kT}}{Z},\qquad
Z=\int\frac{d^nu\,d^np}{(2\pi\hbar)^n}\,e^{-H/kT}. \tag{3}
\]

The integrals run to infinity, which is justified when the Gaussian weight has died out before the atoms leave the basin. The atoms are treated as labelled. For identical atoms, the equivalent basins obtained by permuting labels compensate the usual factorial in \(Z\), in the same way for both configurations, as long as no free translation connects these basins.

The entropy is \(S=-k\langle\ln f\rangle\). Since \(\ln f=-H/kT-\ln Z\),

\[
S=\frac{\langle H\rangle}{T}+k\ln Z . \tag{4}
\]

The static energy \(V_0\) adds \(V_0/T\) to the first term and, through the factor \(e^{-V_0/kT}\) in \(Z\), adds \(-V_0/T\) to the second. It therefore drops out of \(S\).

To separate the modes, define \(w=M^{1/2}u\) and \(\pi=M^{-1/2}p\). Then \(u=M^{-1/2}w\), \(p=M^{1/2}\pi\), and

\[
H-V_0=\tfrac12\pi^{\mathsf T}\pi+\tfrac12w^{\mathsf T}Dw,\qquad
D=M^{-1/2}\Phi M^{-1/2}. \tag{5}
\]

The Jacobians of the two changes of variable are \((\det M)^{-1/2}\) and \((\det M)^{1/2}\). Their product is one, so phase-space volume is preserved.

The matrix \(D\) is real and symmetric. An orthogonal matrix \(Q\) therefore diagonalizes it. Setting \(w=Qq\) and \(\pi=QP\), each with a Jacobian of magnitude one, gives

\[
H-V_0=\sum_{s=1}^{n}\tfrac12\left(P_s^2+\omega_s^2q_s^2\right). \tag{6}
\]

Here \(\omega_s^2\) are the eigenvalues of \(D\). Hamilton's equations give \(\ddot q_s=-\omega_s^2q_s\), which confirms that \(\omega_s\) are the vibrational frequencies.

The partition function is now a product, apart from the static factor. Each mode contributes two Gaussian integrals:

\[
z_s=\frac1{2\pi\hbar}\,\sqrt{2\pi kT}\;\frac{\sqrt{2\pi kT}}{\omega_s}
=\frac{kT}{\hbar\omega_s}. \tag{7}
\]

The same Gaussians have variances \(\langle P_s^2\rangle=kT\) and \(\langle q_s^2\rangle=kT/\omega_s^2\). The mean energy of a mode is thus \(\tfrac12kT+\tfrac12kT=kT\). Equation (4) becomes

\[
S=k\sum_{s=1}^{n}\left[1+\ln\frac{kT}{\hbar\omega_s}\right]. \tag{8}
\]

For the initial two-atom system at \(kT=0.004\) hartree, the frequencies are \(5.7579\times10^{-4}\) and \(1.25238\times10^{-3}\) hartree. The two logarithms are 1.9383 and 1.1612, so \(S=5.0996\,k\), in agreement with the phase-space integral.

## From frequencies to force constants

Subtract (8) for \(\alpha\) from (8) for \(\beta\). The number of modes and the temperature are the same, so the terms \(1+\ln(kT/\hbar)\) cancel. What remains is the first equality in (1).

For the second equality, use the fact that a determinant is the product of eigenvalues:

\[
\sum_s\ln\omega_s=\tfrac12\ln\prod_s\omega_s^2=\tfrac12\ln\det D . \tag{9}
\]

The determinant of a product is the product of determinants. Equation (5) therefore gives \(\det D=\det\Phi/\det M\), and

\[
\sum_s\ln\omega_s=\tfrac12\ln\det\Phi-\tfrac12\ln\det M . \tag{10}
\]

Exchanging atoms between sites reorders the diagonal of \(M\) but leaves its product unchanged. The term \(\ln\det M\) cancels between configurations of the same atoms, and (1) follows.

The physical content is visible before any diagonalization. The momentum integral in (3) is proportional to \((\det M)^{1/2}\), and the displacement integral to \((\det\Phi)^{-1/2}\). Masses set the accessible momentum volume, and force constants set the accessible displacement volume. Changing the arrangement alters the second volume alone.

For the two atoms, let the wall springs be \(a=0.020\) and \(b=0.030\) hartree/bohr² and the middle spring \(c\). Then

\[
\Phi=\begin{pmatrix}a+c&-c\\-c&b+c\end{pmatrix},\qquad
\det\Phi=(a+c)(b+c)-c^2=ab+c(a+b). \tag{11}
\]

With \(c=0.040\) this is \(0.0006+0.0020=0.0026\) hartree²/bohr⁴. With \(c=0.010\) it is \(0.0006+0.0005=0.0011\). These are the two determinants of the opening example.

The mean vibrational energy is \(nkT\) in both configurations. The vibrational free energy therefore changes by \(-T(S_\beta-S_\alpha)\), to which the difference in \(V_0\) must be added when the stability of the two configurations is compared.

## Free translations

In a periodic crystal of \(N\) atoms, a uniform displacement costs no energy. Then \(\Phi\) has three zero eigenvalues, \(\det\Phi=0\), and (1) cannot be used as written. Suppose there are no other zero modes. Let \(\mathrm{pdet}\) denote the product of the nonzero eigenvalues. Mass weighting changes the directions of the zero-mode vectors, so the relation between \(\mathrm{pdet}\,D\) and \(\mathrm{pdet}\,\Phi\) needs its own derivation.

Consider \(\det(\Phi+\epsilon M)\) for small positive \(\epsilon\). Taking \(M^{1/2}\) out on both sides gives

\[
\det(\Phi+\epsilon M)=\det M\,\det(D+\epsilon I)
=\det M\left[\epsilon^3\,\mathrm{pdet}\,D+O(\epsilon^4)\right]. \tag{12}
\]

For a second evaluation, let the three columns of \(U\) be the normalized uniform displacements: every atom moves by \(N^{-1/2}\) along one Cartesian axis. Let the columns of \(W\) be the remaining orthonormal eigenvectors of \(\Phi\), with nonzero eigenvalues collected in the diagonal matrix \(\Lambda\). In this basis,

\[
\Phi+\epsilon M\;\to\;
\begin{pmatrix}\epsilon A&\epsilon B\\ \epsilon B^{\mathsf T}&\Lambda+\epsilon C\end{pmatrix}, \tag{13}
\]

where \(A=U^{\mathsf T}MU\), \(B=U^{\mathsf T}MW\) and \(C=W^{\mathsf T}MW\). Eliminating the lower left block by row operations, which do not alter the determinant, gives

\[
\det(\Phi+\epsilon M)=\det(\epsilon A)\,
\det\!\left(\Lambda+\epsilon C-\epsilon B^{\mathsf T}A^{-1}B\right)
=\epsilon^3\det A\left[\mathrm{pdet}\,\Phi+O(\epsilon)\right]. \tag{14}
\]

Displacements along different axes do not mix in \(A\), and each diagonal element is \(\sum_im_i/N=M_{\rm tot}/N\). Equating the coefficients of \(\epsilon^3\) in (12) and (14) yields

\[
\mathrm{pdet}\,D=\mathrm{pdet}\,\Phi\;
\frac{(M_{\rm tot}/N)^3}{\det M}. \tag{15}
\]

The mass factor is common to both configurations. Equation (1) therefore holds with \(\mathrm{pdet}\) in place of \(\det\) and with the three translations left out of the frequency sums. For labelled atoms, the centre of mass moves as a free particle of mass \(M_{\rm tot}\) in the cell, and its entropy is equal for the two configurations when the cell is the same. For identical atoms, lattice translations that only exchange like atoms join basins with permuted labels; if there are \(n_t\) of them, the distinct volume is the cell volume divided by \(n_t\). In the 16-atom cell treated below, \(n_t\) is 8 for B2 and 4 for B32. The resulting \(k\ln2\) per cell counts the translated variants of the ordering pattern. It belongs to the entropy of arrangement and is not part of (1). A free molecule or cluster falls outside this result: rotations add zero modes, \(A\) then contains moments of inertia that depend on where the masses sit, and the masses no longer cancel in the vibrational sums.

A ring of three equal masses in one dimension allows a direct check of (1) in its \(\mathrm{pdet}\) form; it does not probe the mass factor in (15). With springs \(k_1,k_2,k_3\), the diagonal elements of \(\Phi\) are \(k_1+k_3\), \(k_1+k_2\) and \(k_2+k_3\), and the off-diagonal elements are minus the connecting springs. With one zero eigenvalue, the product of the other two equals the sum of the three principal \(2\times2\) minors. The first minor is \((k_1+k_3)(k_1+k_2)-k_1^2=k_1k_2+k_2k_3+k_3k_1\), and the other two have the same value. Hence

\[
\mathrm{pdet}\,\Phi=3(k_1k_2+k_2k_3+k_3k_1). \tag{16}
\]

Springs of 0.020, 0.030 and 0.040 hartree/bohr² give 0.0078 hartree²/bohr⁴; springs of 0.020, 0.020 and 0.030 give 0.0048. Half the logarithm of the ratio is 0.242754. Integration over all three positions on the ring, with the translation included, gives the same change in units of \(k\).

## An ordered alloy in two arrangements

Consider a periodic bcc cell of 16 atoms, eight A and eight B, with the two masses used above. It has \(48-3=45\) vibrations. Central springs join first and second neighbours, and every spring has its natural length on the ideal lattice. The ideal lattice then has zero elastic energy and is a minimum for any arrangement of the atoms.

If a bond has direction \(e\) and its ends move by \(u_i\) and \(u_j\), its length changes by \(e\cdot(u_j-u_i)\) to first order. Its energy to second order is

\[
\tfrac12K\left[e\cdot(u_j-u_i)\right]^2 . \tag{17}
\]

The first-neighbour constants \(K\) are 0.020 for AA, 0.040 for AB and 0.030 for BB; all second-neighbour constants are 0.010 hartree/bohr². These are round model parameters.

In B2 order all 64 first-neighbour bonds are AB. In B32 order there are 16 AA, 32 AB and 16 BB bonds. From B2 to B32, \(\sum_s\ln\omega_s\), with \(\omega_s\) in hartree, goes from \(-298.907680\) to \(-302.749509\). Its change is \(-3.841829\), so the entropy rises by \(3.841829\,k\) per cell. The logarithm of \(\mathrm{pdet}\,\Phi\), in atomic units, goes from \(-95.506200\) to \(-103.189859\), and

\[
\frac{\Delta S}{k}=\tfrac12\left(-95.506200+103.189859\right)=3.84183 . \tag{18}
\]

Per atom this is \(0.240\,k\), or 2.00 J/(mol K). At \(kT=0.004\) hartree, about 1263 K, it contributes \(-9.6\times10^{-4}\) hartree per atom to the free-energy change. This is the value for the 45 vibrations of this cell; in the bulk limit of the same spring model the values shift to \(0.258\,k\) and \(-1.03\times10^{-3}\) hartree per atom.

The sign follows from the springs. On going to B32, no spring becomes stiffer and some become softer. By (17), \(u^{\mathsf T}\Phi u\) cannot increase for any displacement \(u\). The minimum–maximum principle for eigenvalues then says that no eigenvalue of \(\Phi\), taken in order, can increase. Hence \(\mathrm{pdet}\,\Phi\) cannot increase, and the entropy cannot fall. If AB is instead made the softest bond, with constants 0.040, 0.020 and 0.030 for AA, AB and BB, the argument reverses. The computed change is then \(-0.306\,k\) per atom.

Equal first-neighbour springs of 0.030 hartree/bohr² isolate the role of the masses. The two arrangements then have the same \(\Phi\) but different mass patterns. When the frequencies of each arrangement are sorted, corresponding values differ by as much as \(1.4\times10^{-4}\) hartree, yet the entropy change is zero to the printed precision. Individual frequencies shift, while (15) fixes their product.

## Where quantum mechanics restores the masses

A quantum mode has levels \((\nu+\tfrac12)\hbar\omega\). With \(x=\hbar\omega/kT\), their probabilities are \(p_\nu=(1-e^{-x})e^{-\nu x}\), and \(\langle\nu\rangle=1/(e^x-1)\). Inserting \(\ln p_\nu=\ln(1-e^{-x})-\nu x\) into \(-k\sum_\nu p_\nu\ln p_\nu\) gives

\[
\frac{S_{\rm mode}}{k}=\frac{x}{e^x-1}-\ln(1-e^{-x}). \tag{19}
\]

For small \(x\), the two parts expand as

\[
\frac{x}{e^x-1}=\frac1{1+x/2+x^2/6+\dots}
=1-\frac x2+\left(\frac14-\frac16\right)x^2+\dots
=1-\frac x2+\frac{x^2}{12}+\dots, \tag{20}
\]

\[
\ln(1-e^{-x})=\ln x+\ln\!\left(1-\frac x2+\frac{x^2}6-\dots\right)
=\ln x-\frac x2+\left(\frac16-\frac18\right)x^2+\dots \tag{21}
\]

The last coefficient is \(1/24\). Subtracting (21) from (20) cancels the linear terms:

\[
\frac{S_{\rm mode}}{k}=1-\ln x+\frac{x^2}{24}+\dots \tag{22}
\]

The first two terms are the classical result (8). Summing the third over modes uses \(\sum_s\omega_s^2=\mathrm{Tr}\,D\), so that to leading order

\[
\Delta S_{\rm quantum}-\Delta S_{\rm classical}
\simeq\frac{k\hbar^2}{24(kT)^2}\left(\mathrm{Tr}\,D_\beta-\mathrm{Tr}\,D_\alpha\right). \tag{23}
\]

The trace is \(\sum_i\Phi_{ii}/M_{ii}\), where \(i\) runs over coordinates. Each diagonal element is divided by the mass of the atom to which it belongs, so the masses no longer cancel in general. The pattern of masses can enter at this order only when the diagonal elements differ from site to site; exchanging masses between sites with equal diagonal elements leaves the trace unchanged. With equal first-neighbour springs all \(\Phi_{ii}\) are the same, the trace is the same for both arrangements, and (23) vanishes.

By (17), a bond adds its constant \(K\) to the summed diagonal elements of each atom it joins. In B2 each species collects \(64(0.040)+48(0.010)=3.04\) hartree/bohr², because each of its eight atoms has six second-neighbour bonds (in this small periodic cell they reach three distinct atoms, each through two images). In B32, species A collects \(2(16)(0.020)+32(0.040)+0.48=2.40\), and species B collects \(2(16)(0.030)+32(0.040)+0.48=2.72\). Division by the masses gives \(\mathrm{Tr}\,D=9.12\times10^{-5}\) for B2 and \(7.52\times10^{-5}\) hartree² for B32. At \(kT=0.02\) hartree, (23) becomes

\[
\frac{-1.60\times10^{-5}}{24(0.02)^2\times16}=-1.042\times10^{-4} \tag{24}
\]

in units of \(k\) per atom. Explicit sums over the levels give \(-1.041\times10^{-4}\). This temperature, about 6300 K, serves only to test the expansion: for a cubic edge of 6 bohr the rms displacement would be about 15% of the first-neighbour distance, beyond the small-displacement regime.

At lower temperature the entropy change from B2 to B32 departs further from the classical \(0.240\,k\) per atom:

| \(kT\) (hartree) | quantum \(\Delta S/k\) per atom |
|---|---|
| 0.0040 | 0.238 |
| 0.0010 | 0.203 |
| 0.0005 | 0.130 |
| 0.0001 | 0.0006 |

The quantum value lies about 1% below the classical one at \(kT=0.004\) hartree and about 15% below it at 0.001 hartree. As \(T\to0\), every vibration of this finite cell settles into its ground state, both vibrational entropies vanish, and so does their difference. The classical formula would keep it constant.

## Changing the composition

The cancellation of masses also fails if the atoms are not the same. Since \(\det M=\prod_im_i^3\), with the product now over atoms, (15) gives at fixed \(N\)

\[
-\Delta\sum_s\ln\omega_s=
\tfrac12\ln\frac{\mathrm{pdet}\,\Phi_\alpha}{\mathrm{pdet}\,\Phi_\beta}
+\tfrac32\,\Delta\sum_i\ln m_i-\tfrac32\,\Delta\ln M_{\rm tot}. \tag{25}
\]

Replace one A atom by B in the B2 cell. The determinant term is 0.596787. The atomic mass doubles, and the total mass rises from \(1.20\times10^6\) to \(1.25\times10^6\) electron masses, so the mass terms are

\[
\tfrac32\ln2-\tfrac32\ln\frac{1.25}{1.20}=1.03972-0.06123=0.97849 . \tag{26}
\]

Their sum, 1.57528, agrees with the change computed from the frequencies. The force constants alone would miss more than half of it.

Two further conditions limit (1). At a saddle point \(\Phi\) has a negative eigenvalue, the corresponding Gaussian integral diverges, and the expression for the entropy of a stable basin does not apply. When thermal displacements reach the anharmonic part of the potential, the displacement integral is no longer fixed by \(\det\Phi\). The masses still cancel in that case: the classical momentum integral factors out for any potential that depends on positions alone. The numerical check checks the harmonic results numerically.

## Calculated quantities

```
mass A, B: 50000, 100000 m_e
reference kT: 0.0040 hartree = 1263.1 K
two atoms: wall springs 0.020, 0.030 hartree/bohr^2
 initial: middle spring 0.040 hartree/bohr^2
  masses left, right: 50000, 100000 m_e
  omega: 5.757900e-04, 1.252384e-03 hartree
  det Phi: 0.002600 hartree^2/bohr^4
  S by phase-space integration: 5.099552 k
 final: middle spring 0.010 hartree/bohr^2
  masses left, right: 100000, 50000 m_e
  omega: 5.126128e-04, 9.150017e-04 hartree
  det Phi: 0.001100 hartree^2/bohr^4
  S by phase-space integration: 5.529653 k
 change of S, integration: 0.430101 k
 change of S, frequencies: 0.430101 k
 change of S, determinants: 0.430101 k
ring springs initial: 0.020 0.030 0.040 hartree/bohr^2
ring springs final: 0.020 0.020 0.030 hartree/bohr^2
ring change of S, integration: 0.242754 k
ring change of S, determinants: 0.242754 k
bcc cell: 16 atoms, 45 vibrations
first-neighbour springs AA, AB, BB: 0.020 0.040 0.030 hartree/bohr^2
second-neighbour spring: 0.010 hartree/bohr^2
 B2 first-neighbour bonds AA, AB, BB: 0 64 0
 B2 omega min, max: 7.2298e-04, 1.9691e-03 hartree
 B2 sum ln(omega/hartree): -298.907680
 B2 ln pdet Phi (a.u.): -95.506200
 B32 first-neighbour bonds AA, AB, BB: 16 32 16
 B32 omega min, max: 7.0907e-04, 1.7846e-03 hartree
 B32 sum ln(omega/hartree): -302.749509
 B32 ln pdet Phi (a.u.): -103.189859
B2->B32 change of S, frequencies: 3.841829 k per cell
B2->B32 change of S, determinants: 3.841829 k per cell
 per atom: 0.240114 k = 1.9964 J/(mol K)
 -T dS at reference kT: -9.6046e-04 hartree per atom
quantum change of S per atom, B2->B32:
 kT 0.0001 hartree (31.6 K): 0.000564 k
 kT 0.0005 hartree (157.9 K): 0.130393 k
 kT 0.0010 hartree (315.8 K): 0.203088 k
 kT 0.0020 hartree (631.6 K): 0.230011 k
 kT 0.0040 hartree (1263.1 K): 0.237530 k
 kT 0.0200 hartree (6315.5 K): 0.240010 k
quantum minus classical at kT 0.02 hartree: -1.0413e-04 k per atom
 leading correction from traces: -1.0417e-04 k per atom
equal first-neighbour springs 0.030 hartree/bohr^2:
 largest shift of a sorted omega: 1.4048e-04 hartree
 change of S: 0.000000 k per cell
soft AB: springs AA, AB, BB: 0.040 0.020 0.030 hartree/bohr^2
 change of S: -0.305769 k per atom
one A replaced by B in B2, vibrations only:
 from frequencies: 1.575275 k; from determinants: 0.596787 k
 missing mass term: 0.978488 k
```
